**Retention times of a stretched-exponential polarization**

For the normalized signal $r(t)=\exp[-(t/\tau)^{1/2}]$, with fitted time constant $\tau$, the mean lifetime $\int_0^\infty r\,dt$ is $2\tau$ and the half-decay time is $\tau(\ln 2)^2=0.480\,\tau$. The program asserts the first result by quadrature and by an explicit sum over lost signal, and the second by root finding. For $\tau=2.0\times10^6$ s the output gives 46.30 days and 11.12 days. It also asserts the formula for the share of the mean inside the measured window, here 2.16 %, and compares the predicted fit error of $\tau$, 5.45 %, with the spread of repeated noisy fits, 5.50 %. Further assertions cover a nonzero final level, a prompt loss, and the mean lifetime for exponents 0.45 and 0.55. Refits with these exponents stay within 1 % of every noise-free reading, yet give mean lifetimes of $7.6\times10^6$ s and $2.4\times10^6$ s. The temperature factors rest on an assumed Arrhenius law with an activation energy of 0.8 eV; the program tests their arithmetic for a small temperature change, not the law itself.

## Program and output

```python
"""Retention of a ferroelectric memory state with a stretched exponential.

Result under test: for r(t) = exp(-(t/tau)**0.5),
    integral of r over all times = 2 tau   (mean lifetime),
    r = 1/2 at t = tau (ln 2)**2           (half-decay time).
r    : decaying part of the polarization, normalized to 1 at t = 0
tau  : fitted time constant (s);  beta : stretching exponent
p    : final polarization divided by initial polarization
a    : fraction lost promptly, before the slow decay begins
Material parameters are round, roughly typical values for a thin
hafnium-zirconium oxide capacitor; they are not measured results.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gamma

tau = 2.0e6
initial_polarization = 20.0      # uC/cm2
bake_celsius = 85.0
use_celsius = 25.0
activation_ev = 0.8
read_noise = 0.01                # relative, one standard deviation
reading_times = np.geomspace(1.0e3, 1.0e5, 11)
window = reading_times[-1]
day = constants.day


def remaining(t, time_constant=tau, beta=0.5):
    return np.exp(-(t / time_constant) ** beta)


def integrate_signal(signal, scale, end=np.inf):
    """Integral over time of signal(t), with t measured in units of scale."""
    upper = end / scale
    split = min(1.0, upper)
    total = quad(lambda u: signal(u * scale), 0, split, epsabs=1e-11, limit=300)[0]
    if upper > split:
        total += quad(lambda u: signal(u * scale), split, upper,
                      epsabs=1e-11, limit=300)[0]
    return scale * total


def crossing(signal, level):
    return brentq(lambda t: signal(t) - level, 0.0, 100 * tau, xtol=1e-5)


# Mean lifetime: quadrature, and a sum over the signal lost in small intervals
mean_formula = 2 * tau
mean_quadrature = integrate_signal(remaining, tau)
edges = np.concatenate(([0.0], np.geomspace(1e-8, 2e3, 20001) * tau))
lost = remaining(edges[:-1]) - remaining(edges[1:])
mean_from_losses = np.sum(0.5 * (edges[:-1] + edges[1:]) * lost)
assert abs(mean_quadrature / mean_formula - 1) < 1e-6
assert abs(mean_from_losses / mean_formula - 1) < 1e-5

# Half-decay time by root finding
half_formula = tau * np.log(2) ** 2
half_root = crossing(remaining, 0.5)
assert abs(half_root / half_formula - 1) < 1e-9
assert abs(half_root / tau - 0.48) < 0.005

# Portion of the mean that lies inside the measured window
root_window = np.sqrt(window / tau)
covered_formula = 1 - (1 + root_window) * np.exp(-root_window)
covered = integrate_signal(remaining, tau, window) / mean_quadrature
assert abs(covered / covered_formula - 1) < 1e-5

# Error of the fitted time constant: formula against repeated noisy fits
slope = tau ** -0.5
tau_error_formula = 2 * read_noise / (slope * np.sqrt(reading_times.sum()))
rng = np.random.default_rng(12)
noise = rng.normal(0, read_noise, (6000, len(reading_times)))
noisy_logs = -np.log(remaining(reading_times) * (1 + noise))
fitted_slopes = noisy_logs @ np.sqrt(reading_times) / reading_times.sum()
fitted_taus = fitted_slopes ** -2
tau_error = np.std(fitted_taus) / tau
# Allowance covers sampling error and the curvature of tau = 1/slope**2
assert abs(tau_error / tau_error_formula - 1) < 0.06
assert abs(np.mean(fitted_taus) / tau - 1) < 0.01

print(f"time constant tau = {tau:.3e} s")
print(f"initial polarization = {initial_polarization:.1f} uC/cm2")
print(f"bake temperature = {bake_celsius:.0f} C")
print(f"mean lifetime, quadrature = {mean_quadrature:.4e} s")
print(f"mean lifetime = {mean_quadrature / day:.2f} days")
print(f"mean lifetime, sum over losses = {mean_from_losses:.4e} s")
print(f"mean lifetime / tau = {mean_quadrature / tau:.5f}")
print(f"half-decay time, root = {half_root:.4e} s")
print(f"half-decay time = {half_root / day:.2f} days")
print(f"half-decay time / tau = {half_root / tau:.5f}")
print(f"mean / half-decay time = {mean_quadrature / half_root:.3f}")
for name, moment in (("half-decay time", half_root), ("tau", tau),
                     ("mean lifetime", mean_quadrature)):
    fraction = remaining(moment)
    print(f"at {name}: r = {fraction:.4f}, "
          f"P = {initial_polarization * fraction:.2f} uC/cm2")
print(f"readings = {len(reading_times)}, from {reading_times[0]:.0e}"
      f" to {window:.0e} s")
print(f"r at last reading = {remaining(window):.4f}")
print(f"part of mean inside window = {100 * covered:.2f} %")
print(f"relative read noise = {100 * read_noise:.1f} %")
print(f"sum of reading times = {reading_times.sum():.4e} s")
print(f"slope b = {slope:.4e} s^-1/2")
print(f"error of tau, formula = {100 * tau_error_formula:.2f} %")
print(f"error of tau, noisy fits = {100 * tau_error:.2f} %")

# Nonzero final level, of either sign
for p in (-0.2, 0.2):
    def polarization(t, level=p):
        return level + (1 - level) * remaining(t)

    half_level = crossing(polarization, 0.5)
    predicted = tau * np.log((1 - p) / (0.5 - p)) ** 2
    assert abs(half_level / predicted - 1) < 1e-9
    print(f"final level p = {p:+.1f}: half-decay = {half_level / tau:.4f} tau")
    if p < 0:
        zero_time = crossing(polarization, 0.0)
        assert abs(zero_time / (tau * np.log((1 - p) / (-p)) ** 2) - 1) < 1e-9
        print(f"  sign change at {zero_time / tau:.3f} tau")
    for multiple in (5, 10):
        end = multiple * tau
        area = integrate_signal(polarization, tau, end)
        x = np.sqrt(multiple)
        predicted = p * end + (1 - p) * 2 * tau * (1 - (1 + x) * np.exp(-x))
        assert abs(area - predicted) < 1e-6 * tau
        print(f"  integral of P/P(0) to {multiple} tau = {area / tau:.3f} tau")

# Prompt loss before the slow decay
a = 0.05


def after_prompt_loss(t):
    return (1 - a) * remaining(t)


half_prompt = crossing(after_prompt_loss, 0.5)
mean_prompt = integrate_signal(after_prompt_loss, tau)
assert abs(half_prompt / (tau * np.log(2 * (1 - a)) ** 2) - 1) < 1e-9
assert abs(mean_prompt / (2 * (1 - a) * tau) - 1) < 1e-6
print(f"prompt loss = {100 * a:.0f} %: half-decay = {half_prompt / tau:.4f} tau")
print(f"  integral with prompt loss = {mean_prompt / tau:.3f} tau")

# Other exponents refitted to the same noise-free readings
log_loss = -np.log(remaining(reading_times))
for beta in (0.45, 0.55):
    powers = reading_times ** beta
    coefficient = powers @ log_loss / (powers @ powers)
    tau_beta = coefficient ** (-1 / beta)

    def other_decay(t, constant=tau_beta, exponent=beta):
        return remaining(t, constant, exponent)

    misfit = np.max(np.abs(other_decay(reading_times)
                           / remaining(reading_times) - 1))
    mean_beta = integrate_signal(other_decay, tau_beta)
    half_beta = crossing(other_decay, 0.5)
    assert abs(mean_beta / (tau_beta * gamma(1 + 1 / beta)) - 1) < 1e-6
    assert misfit < read_noise
    print(f"exponent {beta:.2f}: refitted tau = {tau_beta:.3e} s")
    print(f"  largest relative misfit = {100 * misfit:.2f} %")
    print(f"  mean = {mean_beta:.3e} s, half-decay = {half_beta:.3e} s")

# Temperature, with an assumed Arrhenius time constant
boltzmann_ev = constants.k / constants.e
bake_kelvin = bake_celsius + constants.zero_Celsius
use_kelvin = use_celsius + constants.zero_Celsius


def tau_ratio(kelvin):
    return np.exp(activation_ev / boltzmann_ev * (1 / kelvin - 1 / bake_kelvin))


hot_ratio = tau_ratio(bake_kelvin + 5)
use_ratio = tau_ratio(use_kelvin)
linear_log = -activation_ev * 5 / (boltzmann_ev * bake_kelvin ** 2)
# The linear estimate drops a relative term of order 5 K / bake temperature
assert abs(np.log(hot_ratio) / linear_log - 1) < 0.02
print(f"assumed activation energy = {activation_ev:.1f} eV")
print(f"tau factor for bake 5 K hotter = {hot_ratio:.3f}")
print(f"tau factor at {use_celsius:.0f} C = {use_ratio:.1f}")
print(f"mean lifetime at {use_celsius:.0f} C = {mean_quadrature * use_ratio:.2e} s")
print(f"half-decay at {use_celsius:.0f} C = {half_root * use_ratio:.2e} s")
print("finished without a failed check")
```

Running it gives:

```
time constant tau = 2.000e+06 s
initial polarization = 20.0 uC/cm2
bake temperature = 85 C
mean lifetime, quadrature = 4.0000e+06 s
mean lifetime = 46.30 days
mean lifetime, sum over losses = 4.0000e+06 s
mean lifetime / tau = 2.00000
half-decay time, root = 9.6091e+05 s
half-decay time = 11.12 days
half-decay time / tau = 0.48045
mean / half-decay time = 4.163
at half-decay time: r = 0.5000, P = 10.00 uC/cm2
at tau: r = 0.3679, P = 7.36 uC/cm2
at mean lifetime: r = 0.2431, P = 4.86 uC/cm2
readings = 11, from 1e+03 to 1e+05 s
r at last reading = 0.7996
part of mean inside window = 2.16 %
relative read noise = 1.0 %
sum of reading times = 2.6926e+05 s
slope b = 7.0711e-04 s^-1/2
error of tau, formula = 5.45 %
error of tau, noisy fits = 5.50 %
final level p = -0.2: half-decay = 0.2905 tau
  sign change at 3.210 tau
  integral of P/P(0) to 5 tau = 0.570 tau
  integral of P/P(0) to 10 tau = -0.023 tau
final level p = +0.2: half-decay = 0.9620 tau
  integral of P/P(0) to 5 tau = 2.047 tau
  integral of P/P(0) to 10 tau = 3.318 tau
prompt loss = 5 %: half-decay = 0.4120 tau
  integral with prompt loss = 1.900 tau
exponent 0.45: refitted tau = 3.056e+06 s
  largest relative misfit = 0.90 %
  mean = 7.575e+06 s, half-decay = 1.353e+06 s
exponent 0.55: refitted tau = 1.430e+06 s
  largest relative misfit = 0.79 %
  mean = 2.434e+06 s, half-decay = 7.342e+05 s
assumed activation energy = 0.8 eV
tau factor for bake 5 K hotter = 0.700
tau factor at 25 C = 184.3
mean lifetime at 25 C = 7.37e+08 s
half-decay at 25 C = 1.77e+08 s
finished without a failed check
```
